Suppressor Breakdown, Electrolyte Resistance and the S-Shaped Copper Polarisation Curve

**Q:** A copper bath containing suppressor can have an S-shaped polarisation curve. The electrolyte between the electrodes also has a resistance. Could that resistance, which is linear, bend the curve into an S?

**A:** Not if the interface by itself gives a current that rises steadily with potential. In the model below the S comes from the interface, and resistance works against it. Resistance does matter for which parts of the curve can be held and measured, so two potentials must be kept apart: the overpotential η across the interface, and the applied overpotential V, which also contains the ohmic drop. I count both, and the cathodic current density i, as positive. "S-shaped" means that, with potential on the horizontal axis, a range of potentials has three steady currents.

**Q:** Then begin with the interface. What is assumed?

**A:** A fraction φ of the copper is bare and 1−φ is covered by suppressor. Both parts follow the same increasing driving function g(η), with g(0) = 0, but have different prefactors, i_s when covered and i_b when bare, with i_b > i_s:

i = [i_s(1−φ) + i_b φ] g(η) = i_s(1+sφ) g(η),  s = i_b/i_s − 1.

For the numbers I use

g(η) = exp(αFη/RT) − exp[−(n−α)Fη/RT],  n = 2, α = 0.5.

Bare and covered sites are taken to be so finely mixed that the deposit advances everywhere at the mean speed v = Ωi/(nF), where Ω is the molar volume of copper. Suppressor adsorbs on bare sites at rate k₊Cφ, with C its concentration at the surface. Growth removes it at rate k₋(1−φ)v, and what is removed does not return to the solution. Hence

dφ/dt = k₋(1−φ)v − k₊Cφ.

The first term is the current-dependent breakdown. Cupric-ion depletion, accelerator, double-layer charging and the overpotential of the counter electrode are left out.

**Q:** That already looks like positive feedback. More current strips suppressor, which gives more current. Isn't that enough?

**A:** Not with these rate laws. Suppose C stays at its bulk value C∞, and define the dimensionless current

y = k₋v/(k₊C∞).

The steady state is φ = y(1−φ), so φ = y/(1+y). Then

d ln φ/d ln i = 1/(1+y) = 1−φ < 1.

The bare area grows less than proportionally to the current, and so does 1+sφ. Therefore g = i/[i_s(1+sφ)] rises with i, and η rises with it. There is no fold, however large s is. The feedback exists but is too weak.

**Q:** What strengthens it?

**A:** Depletion of the suppressor itself. Let it diffuse through a layer of thickness δ with diffusivity D, and let Γ be the amount adsorbed per area at full coverage. In the steady state the concentration profile is linear, and the arriving flux equals the adsorption flux:

D(C∞ − C)/δ = Γk₊Cφ.

Collecting the terms in C gives

C = C∞/(1+mφ),  m = k₊Γδ/D.

The number m compares adsorption with diffusion. Baring the surface now also lowers the concentration that would heal it. Inserting C into the steady coverage balance gives

k₊C∞φ/(1+mφ) = k₋(1−φ)v,

y = φ/[(1−φ)(1+mφ)].

**Q:** Does one current now allow several coverages?

**A:** No. Differentiating the logarithm,

d ln y/d ln φ = 1 + φ/(1−φ) − mφ/(1+mφ)
= φ/(1−φ) + 1/(1+mφ)
= (1+mφ²)/[(1−φ)(1+mφ)] > 0.

So y rises steadily from 0 to infinity as φ goes from 0 to 1. Each current has one coverage and hence one η. But one η may have several currents, which is the kind of multiplicity an S needs.

The inverse of this derivative tells how fast the bare fraction responds:

d ln φ/d ln i = (1−φ)(1+mφ)/(1+mφ²).

It exceeds 1 when (1−φ)(1+mφ) > 1+mφ², that is, when φ < (m−1)/(2m). This requires m > 1. In that range of φ, depletion makes the bare area grow faster than the current.

**Q:** Growing faster than the current is necessary, but the covered part still carries current. When does the curve really turn back?

**A:** Take the logarithm of the kinetic law, ln g = ln i − ln i_s − ln(1+sφ), and differentiate along the steady curve:

d ln g/d ln i = 1 − [sφ/(1+sφ)]·(1−φ)(1+mφ)/(1+mφ²).

Over the common denominator (1+sφ)(1+mφ²), the numerator is

P = (1+sφ)(1+mφ²) − sφ(1−φ)(1+mφ)
= 1 + sφ + mφ² + smφ³ − sφ − s(m−1)φ² + smφ³
= 1 − (sm−s−m)φ² + 2smφ³.

Since d ln g = (g′/g)dη and d ln i = di/i,

dη/di = (g/g′)(1/i) P(φ)/[(1+sφ)(1+mφ²)].

Every factor except P is positive, so the curve turns back where P < 0. For m = 0, P = 1+sφ², which confirms the earlier negative answer.

**Q:** A cubic with two parameters. Must I solve it case by case?

**A:** Its minimum suffices. Write p = sm and q = sm−s−m. If q ≤ 0, then P ≥ 1 for all φ ≥ 0 and there is no fold. If q > 0, then P′ = −2qφ + 6pφ² vanishes at φ* = q/(3p), which lies below 1/3 because q < p. There

P(φ*) = 1 − q³/(9p²) + 2q³/(27p²) = 1 − q³/(27p²).

This is negative when q > 3p^(2/3). Now set a = s^(1/3) and b = m^(1/3). The condition becomes

a³b³ − a³ − b³ − 3a²b² > 0.

Use the identity

x³+y³+z³−3xyz = (x+y+z)·½[(x−y)²+(y−z)²+(z−x)²]

with x = ab, y = −a, z = −b (here y is just a letter in the identity). The bracket is positive because x is positive and y is negative. What remains is ab − a − b > 0. Dividing by ab,

s^(−1/3) + m^(−1/3) < 1.

Within this model the condition is necessary and sufficient. Moreover P(0) = 1 and P(1) = 1+s+m+sm are both positive, so a negative minimum gives two roots between 0 and 1: η rises, falls and rises again.

**Q:** What does it say in the limits?

**A:** For very strong depletion, m → ∞, it asks for s > 1: bare copper must be more than twice as active as covered copper. For very strong kinetic contrast, s → ∞, it asks for m > 1. If s = m, both must exceed 8. Contrast and depletion enter symmetrically, and neither can replace the other completely.

The threshold was tested for six values of s, with m set 2% below and 2% above its critical value and the coverage found by bisection of the original balance. Folds appeared above it and not below.

**Q:** Give me a case with numbers.

**A:** These are round model parameters, not fitted to any particular bath or additive, so the numbers that follow illustrate the model and are not predictions for a real suppressor:

i_s = 0.1 A/m², i_b = 10 A/m²
k₊ = 10³ m³/(mol s), k₋ = 10⁹ 1/m
Γ = 10⁻⁷ mol/m², C∞ = 0.02 mol/m³
D = 10⁻¹⁰ m²/s, δ = 50 µm
Ω = 7.1×10⁻⁶ m³/mol, T = 298.15 K.

They give

s = 10/0.1 − 1 = 99,
m = 10³ × 10⁻⁷ × 5×10⁻⁵/10⁻¹⁰ = 50,
99^(−1/3) + 50^(−1/3) = 0.488 < 1.

So there is an S. At this s the critical m is 2.08. Since m is proportional to δ, the S disappears when the diffusion layer is thinner than (2.08/50) × 50 µm = 2.08 µm, other parameters being fixed.

The current scale is

I₀ = i/y = nFk₊C∞/(Ωk₋) = 544 A/m².

The roots of P are φ = 0.0147 and φ = 0.485. At the first, the passive fold,

i = 544 × 0.01466/[(1−0.01466)(1+50×0.01466)] = 4.67 A/m²,

and η = 151.4 mV. At the second, the active fold, i = 20.3 A/m² and η = 73.1 mV.

**Q:** More current at less than half the overpotential. Where does the extra current come from?

**A:** From bare area. Between the folds 1+sφ grows from 2.45 to 49.0, a factor of 20, while the current grows by a factor of 4.3. The driving function g must therefore fall by a factor of about 4.6, and η falls with it.

**Q:** Is there a simple estimate of the breakdown current?

**A:** There is a scale. Diffusion can deliver at most DC∞/δ, and growth through a fully covered surface would consume Γk₋v. Equating them gives

i_sup = nFDC∞/(ΩΓk₋δ) = I₀/m = 10.9 A/m².

When mφ ≫ 1, the steady balance reduces to i ≈ i_sup/(1−φ). In this example it gives the order of magnitude of the transition, not the position of a fold: the two folds lie on either side of it. With weaker depletion both folds can lie below it.

**Q:** Now put in the electrolyte. Does its resistance enlarge the S?

**A:** It shrinks it. For uniform current through a path of length ℓ and conductivity κ, the area resistance is ρ = ℓ/κ, and

V = η + ρi,  dV/di = dη/di + ρ.

A positive constant is added to the slope. Here each current has a single η, and where dη/di was positive, dV/di is positive too, so resistance cannot create a fold. An interface with an N-shaped curve, which has one current for each η but several η for some currents, is different: there a large enough series resistance can produce three currents at one V. Folds in i(V) survive if ρ is less than

ρ_c = max(−dη/di),

and they vanish for ρ ≥ ρ_c. In the example ρ_c = 0.0116 Ω m², reached at i = 9.93 A/m². Sampled curves folded at 0.98ρ_c and rose monotonically at 1.02ρ_c.

Take ℓ = 0.04 m. With κ = 20 S/m, ρ = 0.04/20 = 0.002 Ω m², and the S survives. Its folds are at V = 161.4 mV and V = 108.4 mV. The window of three steady currents is 53 mV wide, compared with 78 mV in η. With κ = 2 S/m, ρ = 0.02 Ω m², and i(V) has no fold.

**Q:** Show me the three currents at one applied potential.

**A:** Take κ = 20 S/m and V = 134.9 mV, midway between the folds. Each line is η + ρi:

passive: 131.3 mV + 0.002 × 1.79 V = 134.9 mV
middle: 114.84 mV + 0.002 × 10.01 V = 134.9 mV
active: 77.5 mV + 0.002 × 28.7 V = 134.9 mV.

The currents are 1.79, 10.0 and 28.7 A/m². Integrating the time-dependent equations from a covered surface ended at the first. Starting from a bare surface with an already depleted diffusion layer ended at the third. History selects the branch.

**Q:** And the middle one is unstable, I suppose because its slope is negative. But diffusion is slow, so why couldn't a state with positive slope oscillate and grow?

**A:** That has to be excluded with the diffusion layer allowed its own dynamics. Disturb φ by u·exp(λt) and the concentration by c(x)·exp(λt), with x measured from the electrode. Diffusion requires λc = Dc″, with c(δ) = 0, so c is proportional to sinh[k(δ−x)] with k = √(λ/D). The flux balance at the surface is

−Dk coth(kδ) c(0) = Γk₊[φc(0) + Cu].

Solving for c(0), the disturbance of the adsorption rate becomes

k₊[φc(0) + Cu] = k₊Cu/(1+mφT),  T = tanh(kδ)/(kδ).

Let B be the derivative of k₋(1−φ)v with respect to φ at fixed V. The coverage equation then gives

λ = B − k₊C/(1+mφT).

For λ → 0, T = 1. Define S₀ = k₊C/(1+mφ) − B.

**Q:** How is S₀ related to the slope of the curve?

**A:** Write the steady balance as H(φ,i) = k₊C∞φ/(1+mφ) − k₋(1−φ)v = 0, and the current from the kinetic law and the resistor as i = J(φ,V). Subscripts denote partial derivatives. Since C = C∞/(1+mφ),

S₀ = H_φ + H_i J_φ,  H_φ = k₊C∞/(1+mφ)² + k₋v > 0.

Along the steady curve dφ/di = −H_i/H_φ. Dividing di = J_φ dφ + J_V dV by di gives

J_V dV/di = 1 + J_φH_i/H_φ = S₀/H_φ.

To find J_V, let i_η = i_s(1+sφ)g′. At fixed φ, di = i_η(dV − ρdi), so J_V = i_η/(1+ρi_η) > 0. Thus S₀ has the sign of dV/di.

If dV/di < 0, the function λ − B + k₊C/(1+mφT) equals S₀ < 0 at λ = 0 and is positive for large real λ. It has a positive root, so the state is unstable.

**Q:** That is the easy half. What about complex λ when dV/di > 0?

**A:** Put z = λδ²/D. The pole expansion of the hyperbolic tangent is

T = Σ_j c_j/(1+zτ_j),  τ_j = 1/[(j−½)²π²],  c_j = 2τ_j,  j = 1, 2, …

The weights c_j add up to 1, because T = 1 at z = 0. For Re z ≥ 0, each w = 1/(1+zτ_j) has Re(1/w) ≥ 1. Since Re(1/w) = Re w/|w|², this means |w|² ≤ Re w, which is a disc. A disc is convex, so the weighted mean T lies in it as well: |T|² ≤ Re T ≤ 1. With K = mφ,

(1+K)Re(1+KT) − |1+KT|² = K(1−Re T) + K²(Re T−|T|²) ≥ 0.

Hence Re[1/(1+KT)] ≥ 1/(1+K). A mode with Re λ ≥ 0 would then satisfy

Re λ ≤ B − k₊C/(1+mφ) = −S₀ < 0,

a contradiction. So a uniform state held at fixed V is linearly stable for dV/di > 0, without growing oscillations. Double-layer charging would add another equation, and the proof does not cover it. The sign rule was also tested against the eigenvalues of the discretised equations in 45 cases.

**Q:** Then the large resistance makes the middle branch measurable?

**A:** For a uniform surface, yes. With ρ = 0.02 Ω m², choose i = 12 A/m². There η = 94.4 mV and V = 94.4 + 240 = 334.4 mV. The slopes are

dη/di = −0.0083 Ω m²,
dV/di = −0.0083 + 0.02 = 0.0117 Ω m².

Runs constrained to remain uniform reached 12 A/m² from both the covered and the bare start. If one records such states and subtracts ρi from V, the resulting curve i(η) shows the full S, although the recorded i(V) does not. This is one sense in which resistance belongs in the account: it acts as a load that can hold the middle branch.

**Q:** You keep saying "uniform". A real electrode is free to be patchy.

**A:** And that changes the result. Take two equal patches, each with its own diffusion layer and no lateral diffusion, sharing one resistance:

V = η + ρ(i₁+i₂)/2.

Let one current rise as much as the other falls. The sum is unchanged, so the ohmic drop and η are unchanged. Each patch behaves as if ρ = 0, and its stability is decided by dη/di, which is negative here. In this two-patch model the shared load cannot suppress the disturbance. The model leaves out lateral diffusion, which opposes very small patches, and the electrolyte resistance between patches, which opposes very large ones.

At the same 12 A/m² state, the largest growth rate is −0.10 1/s for uniform disturbances and +0.78 1/s when the patches may differ. Starting from a slight difference, they ended at 0.47 and 25.5 A/m². The mean is 13.0 A/m², and the common η is 75.2 mV. The ohmic drop is 0.02 × 12.96 V = 259.2 mV, and 75.2 + 259.2 = 334.4 mV, as required. One patch is now passive and the other active, at the same interfacial potential.

**Q:** Does that explain why copper fills a recess from the bottom?

**A:** It supplies one ingredient: deposition can be localized without a difference in η. It does not say where the active patch will sit. The scale i_sup ∝ 1/δ suggests that a place with a longer suppressor path breaks down at lower current, which would favour the bottom of a recess. That is a conjecture here, because sidewall consumption, the moving surface and cupric depletion have not been treated.

**Q:** What would make the criterion itself fail?

**A:** A change in the laws it rests on. The use of the mean growth speed is essential: if suppressor were removed at the local speed of covered copper, Ωi_s g(η)/(nF), the steady balance would give one coverage, and hence one current, for each η, and there would be no S. If covered and bare copper had different potential dependences, g would not factor out. If breakdown rose faster than linearly with current, the feedback would be stronger, and the argument that excludes an S without depletion would no longer apply. If the suppressor removed by growth returned to the solution still able to adsorb, the steady net flux through the diffusion layer would be zero, C would equal C∞, and the S would disappear. The relation dV/di = dη/di + ρ survives all these changes as long as the resistance is constant and the current uniform. The values used here are collected in the numerical output below.

Calculated quantities

```
temperature = 298.15 K; electrons n = 2
cathodic, anodic coefficients = 0.5, 1.5
molar volume of copper = 7.10e-06 m^3/mol
covered, bare prefactors = 0.1, 10.0 A/m^2
adsorption constant = 1.0e+03 m^3/(mol s)
incorporation constant = 1.0e+09 1/m
full-coverage density = 1.0e-07 mol/m^2
bulk suppressor concentration = 0.02 mol/m^3
suppressor diffusivity = 1.0e-10 m^2/s
diffusion layer = 50.0 micrometre
contrast s = 99.0; depletion number m = 50.0
criterion sum = 0.4876 (S if below 1)
critical m at this s = 2.0765
critical diffusion layer = 2.076 micrometre
current scale i/y = 543.58 A/m^2
supply-limited breakdown current = 10.872 A/m^2
intrinsic passive fold: phi = 0.01466, i = 4.666 A/m^2, eta = 151.40 mV
intrinsic active fold: phi = 0.48452, i = 20.254 A/m^2, eta = 73.13 mV
critical area resistance = 0.01160 ohm m^2
  reached at phi = 0.0952, i = 9.929 A/m^2
electrolyte path = 0.04 m
conductivities = 20.0, 2.0 S/m
area resistances = 0.0020, 0.0200 ohm m^2
passive fold, small resistance: i = 5.342 A/m^2, V = 161.40 mV
active fold, small resistance: i = 15.891 A/m^2, V = 108.35 mV
bistability test voltage = 134.87 mV
  passive: phi = 0.00391, i = 1.786 A/m^2, eta = 131.30 mV
  middle: phi = 0.09814, i = 10.014 A/m^2, eta = 114.84 mV
  active: phi = 0.63260, i = 28.684 A/m^2, eta = 77.50 mV
time runs end at i = 1.786 and 28.684 A/m^2
large-resistance test: V = 334.37 mV, phi = 0.1832
  eta = 94.37 mV, d eta/d i = -0.00827 ohm m^2
  both histories end at i = 12.000, 12.000 A/m^2
largest growth rate, uniform = -0.10255 1/s
largest growth rate, two patches = 0.78083 1/s
split currents = 0.469, 25.451 A/m^2
split mean current = 12.960 A/m^2, eta = 75.17 mV
threshold cases tested = 12
stability cases tested = 45
```
